\section*{Late-Time Capture Number of a Disc in an Unreplenished Adatom Gas}

\section{The question}

Adatoms diffuse on a terrace at uniform density $n_0$. At $t=0$ an island appears and absorbs every adatom that reaches its edge. Nothing replaces the captured atoms, so a depleted region spreads outwards and the capture rate falls. How does it fall at late times, and how much of the answer is fixed by a single logarithm?

The island is a disc of fixed radius $R$ on an unbounded plane. Diffusion is isotropic with coefficient $D$. There is no deposition, desorption, detachment or reaction between adatoms, and $n$ is a mean density. The capture number relative to the initial density is
\begin{equation}
\sigma(t)=\frac{\text{adatoms captured per unit time}}{D\,n_0},
\end{equation}
which is dimensionless in two dimensions. A candidate for its late-time form is $4\pi/[\ln(4Dt/R^2)-2\gamma]$, with $\gamma=0.5772\ldots$ Euler's constant. This turns out to be a correct leading form, but its constant $-2\gamma$ is not the one that the next order requires.

I measure length in $R$, time in $R^2/D$ and density in $n_0$, so that $\tau=Dt/R^2$ and $c=n/n_0$. The inward flux density is $D\,\partial n/\partial r$ and the perimeter is $2\pi R$, hence
\begin{equation}
\sigma=2\pi\left.\frac{\partial c}{\partial r}\right|_{r=1}.
\label{eq:def}
\end{equation}

\section{Simple case: a steady ring}

Hold the density at $c=1$ on a circle of radius $\rho$. In the steady state $(rc')'=0$, so $c=\ln r/\ln\rho$ and
\begin{equation}
\sigma=\frac{2\pi}{\ln\rho}.
\label{eq:ring}
\end{equation}
As $\rho\to\infty$ this vanishes: the unbounded plane supports no steady capture. If the depletion front lies at $\rho=C\sqrt{\tau}$, then
\begin{equation}
\sigma\approx\frac{4\pi}{\ln\tau+2\ln C}.
\end{equation}
The factor $4\pi$ is already there, but $C$ is unknown, and every $C$ gives the same leading behaviour. Finding the constant needs the time-dependent problem.

\section{The exact capture number}

\subsection{Laplace transform}

The problem is $\partial_\tau c=c''+c'/r$ with $c(r,0)=1$, $c(1,\tau)=0$ and $c\to1$ far away. With $\hat c(r,s)=\int_0^\infty e^{-s\tau}c\,d\tau$,
\begin{equation}
s\hat c-1=\hat c''+\hat c'/r .
\end{equation}
A particular solution is $1/s$. Of the homogeneous solutions $I_0(\sqrt s\,r)$ and $K_0(\sqrt s\,r)$, the first grows at infinity and is dropped. The boundary condition at $r=1$ fixes the amplitude of the second:
\begin{equation}
\hat c=\frac1s\left[1-\frac{K_0(\sqrt s\,r)}{K_0(\sqrt s)}\right].
\end{equation}
Since $K_0'=-K_1$, Eq.~(\ref{eq:def}) gives
\begin{equation}
\hat\sigma(s)=\frac{2\pi\sqrt s\,K_1(\sqrt s)}{s\,K_0(\sqrt s)} .
\label{eq:transform}
\end{equation}

\subsection{Inversion}

Cut the $s$ plane along the negative real axis, so that $\mathrm{Re}\sqrt s>0$ elsewhere. There are no poles off the cut. A zero of $K_0(\sqrt s)$ would make $f=K_0(\sqrt s\,r)$ a decaying solution of $\nabla^2f=sf$ with $f(1)=0$. Multiplying by $f^*$ and integrating by parts gives $-\int|\nabla f|^2=s\int|f|^2$, which forces $s$ onto the negative axis.

The inversion contour can therefore be wrapped around the cut. The distant arcs vanish because $\hat\sigma\to2\pi/\sqrt s$. A small circle of radius $\epsilon$ about the origin contributes of order $1/\ln(1/\epsilon)$, because $\hat\sigma\approx4\pi/[s\ln(1/s)]$ there, and vanishes too.

On the upper side of the cut $\sqrt s=iu$ and $s=-u^2$ with $u>0$. From $\frac{d}{du}K_0(iu)=-iK_1(iu)$,
\begin{equation}
\hat\sigma_+=\frac{2\pi\,iu\,K_1(iu)}{-u^2K_0(iu)}
=\frac{2\pi}{u}\frac{d}{du}\ln K_0(iu)
=\frac{2\pi}{u}\frac{d}{du}\ln\left(J_0-iY_0\right).
\end{equation}
The last step uses $K_0(iu)=-\tfrac{i\pi}{2}[J_0(u)-iY_0(u)]$, whose constant prefactor drops out of the derivative. On the lower side $\hat\sigma_-=\hat\sigma_+^*$.

The contour runs in from $-\infty$ below the cut and out again above it. With $ds=-2u\,du$,
\begin{equation}
\sigma=\frac1{2\pi i}\int_0^\infty 2u\,e^{-\tau u^2}\left(\hat\sigma_--\hat\sigma_+\right)du .
\end{equation}
Let $\theta=\arg(J_0+iY_0)$. Then $\ln(J_0+iY_0)-\ln(J_0-iY_0)=2i\theta$, so $\hat\sigma_--\hat\sigma_+=(4\pi i/u)\,\theta'(u)$ and
\begin{equation}
\sigma=4\int_0^\infty e^{-\tau u^2}\,\theta'(u)\,du .
\end{equation}
The Wronskian $J_0Y_0'-Y_0J_0'=2/(\pi u)$ gives $\theta'=2/[\pi u(J_0^2+Y_0^2)]$, if the integrand is wanted explicitly.

As $u\to0$, $Y_0\to-\infty$ and $\theta\to-\pi/2$. I therefore use $\varphi=\theta+\pi/2=\arg(-Y_0+iJ_0)$, continued continuously from $\varphi(0)=0$. In an integration by parts the boundary terms vanish, at $u=0$ because $\varphi=0$ and at infinity because of the Gaussian. With $w=\tau u^2$,
\begin{equation}
\boxed{\;\sigma(\tau)=4\int_0^\infty e^{-w}\,\varphi\!\left(\sqrt{w/\tau}\right)dw\;}
\label{eq:exact}
\end{equation}

At four times between $\tau=2.4$ and $2400$ this integral agrees with a direct grid solution of the diffusion equation to a relative $10^{-6}$. At $\tau=240$ it also agrees with a numerical inversion of Eq.~(\ref{eq:transform}).

\subsection{Short-time limit}

For small $\tau$ the argument of $\varphi$ is large, where $\theta\approx u-\pi/4$ and so $\varphi\approx u+\pi/4$. Then
\begin{equation}
\sigma\approx\frac{4\,\Gamma(3/2)}{\sqrt\tau}+\pi=\frac{2\sqrt\pi}{\sqrt\tau}+\pi .
\end{equation}
The first term is the flux to a flat absorbing wall, $n_0\sqrt{D/(\pi t)}$, times $2\pi R/(Dn_0)$. The second is the first effect of the curved edge.

\section{Late times}

\subsection{Keeping the logarithm}

For large $\tau$ the factor $e^{-w}$ restricts Eq.~(\ref{eq:exact}) to small $u$. There
\begin{equation}
J_0\approx1-\frac{u^2}4,\qquad
Y_0\approx\frac2\pi\left\{\left[\ln\frac u2+\gamma\right]J_0+\frac{u^2}4\right\}.
\end{equation}
Define
\begin{equation}
L=\ln(4\tau)-2\gamma,\qquad \Lambda=L-\ln w .
\end{equation}
Because $u^2=w/\tau$, we have $-2\ln(u/2)-2\gamma=\Lambda$, and to order $u^2$
\begin{equation}
-Y_0+iJ_0\approx\frac{J_0}{\pi}\left[\Lambda-\frac{u^2}2+i\pi\right].
\label{eq:small}
\end{equation}

First, the cost of dropping $u^2/2$. Since $\partial\arg(X+i\pi)/\partial X=-\pi/(X^2+\pi^2)$, this term raises $\varphi$ by $\pi u^2/[2(\Lambda^2+\pi^2)]$. Replacing $\Lambda^2+\pi^2$ by $L^2$ at leading order, and using $\int_0^\infty e^{-w}w\,dw=1$, its contribution to $\sigma$ is
\begin{equation}
\delta\sigma\approx\frac{2\pi}{\tau L^2}.
\end{equation}
The computed difference at $\tau=10^6$ is $1.02$ times this estimate. Because of the factor $1/\tau$ it is smaller than any inverse power of $L$, so the logarithmic series follows from $\varphi=\arg(\Lambda+i\pi)$ alone.

\subsection{Expansion in $1/L$}

Where $\Lambda>0$, $\varphi=\arctan(\pi/\Lambda)$. The regions where $|\ln w|$ is comparable with $L$ carry a weight that is exponentially small in $L$, so for the asymptotic series I may expand
\begin{align}
\arctan\frac\pi\Lambda&=\frac\pi\Lambda-\frac{\pi^3}{3\Lambda^3}+\dots,\\
\frac1\Lambda&=\frac1L+\frac{\ln w}{L^2}+\frac{\ln^2w}{L^3}+\dots
\end{align}
The averages over $e^{-w}$ are derivatives of $\Gamma(1+a)=\int_0^\infty e^{-w}w^a\,dw$ at $a=0$:
\begin{equation}
\langle\ln w\rangle=-\gamma,\qquad \langle\ln^2w\rangle=\gamma^2+\frac{\pi^2}6 .
\end{equation}
Collecting powers, with $\pi^2/6-\pi^2/3=-\pi^2/6$ in the third order,
\begin{equation}
\sigma=4\pi\left[\frac1L-\frac{\gamma}{L^2}+\frac{\gamma^2-\pi^2/6}{L^3}+\dots\right].
\label{eq:Lseries}
\end{equation}

Thus $\sigma L/4\pi\to1$, and the candidate form holds at leading order. But $4\pi/[\ln(4\tau)+k]$ passes the same test for any fixed $k$. Changing $k$ alters the result at order $1/L^2$, where Eq.~(\ref{eq:Lseries}) has a further term of its own. Dividing $4\pi/L$ by the series gives its excess relative to the exact value:
\begin{equation}
\frac{4\pi/L}{\sigma}-1=\frac\gamma L+\frac{\pi^2}{6L^2}+\dots
\label{eq:excess}
\end{equation}

\subsection{The constant that survives}

Let
\begin{equation}
M=L+\gamma=\ln(4\tau)-\gamma .
\end{equation}
With $L=M-\gamma$, the three terms of Eq.~(\ref{eq:Lseries}) become
\begin{align}
\frac1L&=\frac1M+\frac\gamma{M^2}+\frac{\gamma^2}{M^3}+\dots,\\
-\frac\gamma{L^2}&=-\frac\gamma{M^2}-\frac{2\gamma^2}{M^3}+\dots,\\
\frac{\gamma^2-\pi^2/6}{L^3}&=\frac{\gamma^2-\pi^2/6}{M^3}+\dots
\end{align}
The second order cancels, and so do the $\gamma^2$ terms of the third.

One more order comes from a generating function. Write
\begin{equation}
\arctan\frac\pi\Lambda=\int_0^\infty e^{-\Lambda a}\,\frac{\sin\pi a}{a}\,da,\qquad e^{-\Lambda a}=e^{-La}w^a .
\end{equation}
Expanding in powers of $a$ and averaging term by term replaces $w^a$ by the series of $\Gamma(1+a)$. The reflection formula $\Gamma(1+a)\Gamma(1-a)=\pi a/\sin\pi a$ then turns the factor multiplying $e^{-La}$ into
\begin{equation}
\frac{\pi}{\Gamma(1-a)}=\pi\exp\left[-\gamma a-\frac{\zeta(2)}2a^2-\frac{\zeta(3)}3a^3-\dots\right],
\end{equation}
read as a power series in $a$. The term $-\gamma a$ joins $-La$ to give $-Ma$, which is why $M$ is the natural variable. Using $\int_0^\infty e^{-Ma}a^k\,da=k!/M^{k+1}$ and $\zeta(2)=\pi^2/6$,
\begin{equation}
\boxed{\;\sigma=4\pi\left[\frac1M-\frac{\pi^2}{6M^3}-\frac{2\zeta(3)}{M^4}+\dots\right]\;}
\label{eq:Mseries}
\end{equation}
The single logarithm that is right through second order is
\begin{equation}
\sigma\approx\frac{4\pi}{\ln(4Dt/R^2)-\gamma}.
\label{eq:centred}
\end{equation}

The origin of $-2\gamma$ is now visible. At small $s$ Eq.~(\ref{eq:transform}) becomes $4\pi/\{s[\ln(4/s)-2\gamma]\}$, and replacing $s$ by $1/\tau$ in $s\hat\sigma$ gives $4\pi/L$. At leading order, where $\varphi\approx\pi/\Lambda$, that amounts to setting $w=1$ in $\Lambda$. The inversion instead averages over $w$, and $-\langle\ln w\rangle=+\gamma$ gives back one of the two $\gamma$'s.

\subsection{Test on the far limit}

At $\tau=10^{100}$, far beyond any experiment but useful for separating logarithmic orders, the exact integral gives $-0.583$ for the coefficient of $1/L^2$ (limit $-0.577$). For $1/M^3$ and $1/M^4$ it gives $-1.655$ and $-2.397$ (limits $-1.645$ and $-2.404$).

Convergence of the $-2\gamma$ form is slow. Its excess over the exact value is $11.6\%$ at $\tau=10^3$, $5.0\%$ at $10^6$ and still $2.3\%$ at $10^{12}$. At $10^3$ the first term of Eq.~(\ref{eq:excess}) supplies $8.1\%$, and the second most of the rest.

\subsection{Back to the ring}

Comparing Eq.~(\ref{eq:centred}) with the steady ring, Eq.~(\ref{eq:ring}), gives an effective front position:
\begin{equation}
\sigma\approx\frac{2\pi}{\ln(R_d/R)},\qquad R_d=2e^{-\gamma/2}\sqrt{Dt}\approx1.5\sqrt{Dt}.
\end{equation}
The comparison makes sense because the density near the disc is quasi-steady. For $R\le r\ll\sqrt{Dt}$ little material is stored between the disc and $r$, so $rc'$ is nearly constant and $c\approx(\sigma/2\pi)\ln(r/R)$. At $r=3R$ and $\tau=2400$ the grid solution follows this law to better than $0.01\%$.

\section{Second case: a finite capture zone}

Neighbouring islands compete for the same adatoms. I represent them by a reflecting circle at $r=b$ (in units of $R$), the edge of the capture zone. Once depletion fills the zone, the density falls at nearly the same rate over most of the zone's area, though not close to the disc, where it stays near zero. Approximate that rate as uniform, $\nabla^2c=-\kappa$. With $c'(b)=0$ and $c(1)=0$,
\begin{equation}
c'=\frac\kappa2\left(\frac{b^2}r-r\right),\qquad
c=\frac\kappa2\left(b^2\ln r-\frac{r^2-1}2\right).
\end{equation}
For $b\gg1$ the area averages of $\ln r$ and $r^2/2$ are $\ln b-\tfrac12$ and $b^2/4$, so the mean density is $\bar c\approx\tfrac12\kappa b^2(\ln b-\tfrac34)$. The capture rate is $2\pi c'(1)\approx\pi\kappa b^2$. Relative to the current mean density, the capture number is therefore constant:
\begin{equation}
\frac{\sigma}{\bar c}\approx\frac{2\pi}{\ln b-3/4}.
\end{equation}
Conservation, $\pi b^2\,d\bar c/d\tau=-\sigma$, then gives exponential decay. Starting it from $\bar c=1$ at $\tau=0$, which neglects the different capture number before depletion fills the zone,
\begin{equation}
\bar c\approx e^{-\tau/\tau_z},\qquad \tau_z=\frac{b^2}2\left(\ln b-\frac34\right).
\label{eq:zone}
\end{equation}
Relative to the initial density, capture now decays exponentially. The logarithmic law thus belongs to an intermediate window, $1\ll\tau\ll b^2$. For $b=50$, used below, this window is narrow: Eq.~(\ref{eq:centred}) is at best about $4\%$ above the capture number in the zone.

\section{Numbers for iron on Fe(001)}

The fourfold symmetry of bcc-Fe(001) makes $D$ isotropic. I take assumed, illustrative values, not computed here: surface lattice constant $a=0.287$ nm, hop barrier $0.45$ eV and attempt rate $10^{12}\ \mathrm{s^{-1}}$ in each of four directions. At 500 K, $k_BT=0.04309$ eV. A hop rate $h$ per direction gives $\langle x^2\rangle=2ha^2t$, hence
\begin{equation}
D=a^2h=(0.287\ \mathrm{nm})^2\,(10^{12}\ \mathrm{s^{-1}})\,e^{-0.45/0.04309}=2.40\times10^6\ \mathrm{nm^2/s},
\end{equation}
or $2.40\times10^{-8}\ \mathrm{cm^2/s}$. The disc has $R=1$ nm (about 38 atoms), the gas $n_0=10^{-5}\ \mathrm{nm^{-2}}$ and the capture zone a radius of 50 nm.

\begin{center}
\begin{tabular}{rrrrrr}
$t$ & $\tau$ & exact & $4\pi/L$ & $4\pi/M$ & zone\\
1 $\mu$s & 2.4 & 4.78 & 11.35 & 7.46 & 4.78\\
10 $\mu$s & 24 & 2.80 & 3.69 & 3.15 & 2.80\\
0.1 ms & 240 & 1.90 & 2.20 & 2.00 & 1.90\\
1 ms & 2399 & 1.43 & 1.57 & 1.46 & 1.06
\end{tabular}
\end{center}

At 0.1 ms, $L=5.712$ and $M=6.289$. The form with $-2\gamma$ is $16\%$ above the exact value and Eq.~(\ref{eq:centred}) is $5\%$ above. Adding the cubic term,
\begin{equation}
\sigma\approx4\pi\left[\frac1{6.289}-\frac{1.645}{6.289^3}\right]=1.915,
\end{equation}
leaves $0.7\%$. At $1\ \mu$s no late-time form is usable, since $\tau$ is not large.

The capture rate at 0.1 ms is $Dn_0\sigma=46\ \mathrm{s^{-1}}$, yet the mean number captured by then is $0.0055$. The result is thus an average over many islands: most capture nothing in this time. The effective depletion radius $R_d$ is 23 nm. It is not a sharp edge: the density there is already $0.91\,n_0$, and about a third of the missing adatoms come from farther out. The zone boundary changes $\sigma$ by less than $0.01\%$. At 1 ms the boundary lowers $\sigma$ by $26\%$. Equation~(\ref{eq:zone}) with $b=50$ gives $\tau_z\approx3950$ and $\sigma\approx1.99\,e^{-2399/3950}\approx1.08$, close to the computed $1.06$.

On a real surface several assumptions give way. The sudden appearance of a 38-atom island is artificial: at $46\ \mathrm{s^{-1}}$, collecting that many adatoms would take about 0.8 s, far longer than the times in the table. Even that rate needs a fresh supply: at this density the capture zone holds on average only about 0.08 adatoms, so such an island can be built only while deposition continues. An island that has been absorbing for 1 ms instead of 0.1 ms would, on an unbounded terrace, have $\sigma=1.43$ instead of $1.90$. Deposition may continue as well. At $5\times10^{-4}$ monolayers per second it adds $7\%$ to the flux at 0.1 ms. This share is proportional to the deposition rate at fixed $n_0$, and it grows with time: at 1 ms it is about $70\%$ on an unbounded terrace and $86\%$ in the capture zone. The results at 1 ms therefore apply only if deposition has stopped. If it continues at this rate and pairing is ignored, it sustains a steady mean density close to $n_0$ in the zone, and $\sigma$ settles near 2 instead of decaying. Pairing with an adatom capture number of 3 lowers these steady values to about $0.83\,n_0$ and $1.7$. Without deposition, pairing with the same assumed capture number removes $1.4\%$ of a uniform gas in 0.1 ms but about $13\%$ in 1 ms. The tabulated capture numbers at 1 ms neglect this loss, which would lower them by about $10\%$. Detachment is negligible for an assumed adatom formation energy of 1 eV and step energy of 0.8 eV/nm: the equilibrium density at the island edge is then about $5\times10^{-4}\,n_0$. Enlarging the capture radius by half a lattice constant, a measure of the discreteness of the edge, raises $\sigma$ by $4\%$.

The hop barrier affects the absolute rate much more than the capture number. Raising it by 0.05 eV at fixed temperature increases $\sigma$ at 0.1 ms by $20\%$, because depletion has spread less far. But $D$ falls to $e^{-0.05/0.04309}=0.31$ of its value, so the capture rate drops to about $0.31\times1.20=0.37$ of what it was. On an unbounded terrace the late-time logarithm weakens the effect of an error in $D$ on the capture number, but the capture rate still carries the full factor $D$. In the finite zone this protection is lost once the decay becomes exponential: at 1 ms the same change of barrier raises $\sigma$ by about $50\%$. Further digits of the tabulated values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Temperature 500 K, kT = 0.04309 eV
Lattice constant 0.287 nm, hop barrier 0.45 eV
Attempt rate per direction 1e+12 1/s
D = 2.3986e+06 nm^2/s = 2.3986e-08 cm^2/s
Disc radius 1.0 nm (38.1 atoms), n0 = 1e-05 1/nm^2
Capture-zone radius 50.0 nm
Capture numbers (dimensionless):
t(s)   tau      exact   -2g form  -g form  cubic   finite zone
1e-06     2.399  4.7813  11.3542   7.4623   3.1337   4.7813
1e-05    23.986  2.7950   3.6859   3.1522   2.8259   2.7950
1e-04   239.863  1.9022   2.2000   1.9981   1.9150   1.9021
1e-03  2398.631  1.4255   1.5680   1.4626   1.4300   1.0607
At t = 1e-04 s: L = 5.7119, M = 6.2891
  error of -2g form: 15.66 %
  error of -g form: 5.04 %
  error of cubic form: 0.68 %
  capture rate 45.626 1/s, mean number captured 0.00552
  depletion radius 23.21 nm
Neglected effects at that time:
  finite zone: change of sigma -0.0019 %
  finite zone at 1e-3 s: -25.59 %
  adatoms lost to pairing (pair capture number 3.0): 1.42 %
  deposition at 5e-04 ML/s: extra flux 7.34 %
  detachment (1.0 eV, step 0.8 eV/nm): n_eq/n0 = 4.67e-04
  capture radius larger by half a lattice constant: 3.98 %
  hop barrier higher by 0.05 eV: 19.59 %
  relative growth of disc area: 1.45e-04
Approach to the limit: tau, excess of -2g form, g/L, 4pi/sigma - ln(4tau)
  1e+03  11.620 %  8.085 %  -0.3248
  1e+06  4.991 %  4.109 %  -0.4533
  1e+12  2.290 %  2.072 %  -0.5164
  1e+100  0.254 %  0.250 %  -0.5701
Coefficients at tau = 1e100, measured and limit:
  1/L^2: -0.5829, -0.5772
  1/M^3: -1.6553, -1.6449
  1/M^4: -2.3968, -2.4041
Power correction / [2 pi/(tau L^2)] at tau = 1e6: 1.0183
Near profile / logarithmic law at r = 3R, t = 1e-3 s: 0.99997
Largest relative difference, grid solution: 9.9e-07
Relative difference, Laplace inversion: 2.0e-13
\end{verbatim}
